# Do Thermal Bath Collisions Cool a Precursor Molecule at Every Energy?: a program that tests the result

```python
"""Mean energy change of a precursor molecule in thermal bath collisions.

Result under test: for transition probabilities P(i->j) that leave the
Boltzmann populations f_i stationary, the mean energy change per collision
D(i) = sum_j P(i->j) (E_j - E_i) obeys
    sum_i f_i D(i) = 0,   sum_i f_i E_i D(i) = -(1/2) <(E_j - E_i)^2>,
so D has both signs as soon as any inelastic transition occurs.
For s equal harmonic modes of quantum q with linear coupling,
    D = -lam (E - U),  lam = p (1 - exp(-q/kT)),  U = s q/(exp(q/kT) - 1),
where p is the probability of the 1 -> 0 step per collision.
Energies are in eV; positive D means that the molecule is warmed.
All molecular and gas parameters are rough, chosen model values.
"""
from itertools import combinations_with_replacement
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

k_ev = const.k / const.e
temp, temp_inlet = 900.0, 300.0
quantum, modes, p_down = 0.17, 9, 0.01
threshold, top = 2.4, 60
kt = k_ev * temp
boltz_factor = np.exp(-quantum / kt)


def thermal_mean(q, s, temperature):
    return s * q / np.expm1(q / (k_ev * temperature))


def drift_of(kernel, energy):
    return (kernel * (energy[None, :] - energy[:, None])).sum(axis=1)


def fill_diagonal(kernel):
    """Add the elastic probability and check that it is a probability."""
    elastic = 1.0 - kernel.sum(axis=1)
    assert elastic.min() >= 0.0 and kernel.min() >= 0.0
    return kernel + np.diag(elastic)


# --- Reversible molecule + bath dynamics gives detailed balance -------------
rng = np.random.default_rng(4)
n_mol, n_bath, step = 5, 41, 0.4       # step = level spacing / kT
bath_weight = rng.uniform(1, 3, n_bath) * 0 + np.exp(-step * np.arange(n_bath))
bath_weight /= bath_weight.sum()
reversible = rng.uniform(0, 0.2, (n_mol + n_bath, n_mol, n_mol))
reversible = (reversible + reversible.transpose(0, 2, 1)) / 2
averaged = np.zeros((n_mol, n_mol))
for i in range(n_mol):
    for j in range(n_mol):
        for b in range(n_bath):
            if i != j and 0 <= i + b - j < n_bath:
                averaged[i, j] += bath_weight[b] * reversible[i + b, i, j]
flux = np.exp(-step * np.arange(n_mol))[:, None] * averaged
assert np.allclose(flux, flux.T, rtol=1e-12, atol=1e-15)
assert not np.allclose(averaged, averaged.T, rtol=1e-2)

# --- Linear coupling: squared matrix elements grow as n, one quantum only ---
h = 0.01
x = np.arange(-9, 9 + h / 2, h)
_, psi = eigh_tridiagonal(1 / h**2 + x**2 / 2,
                          np.full(x.size - 1, -0.5 / h**2),
                          select='i', select_range=(0, 6))
x_elements = psi.T @ (x[:, None] * psi)
for n in range(1, 7):
    ratio = (x_elements[n - 1, n] / x_elements[0, 1])**2
    assert abs(ratio - n) < 2e-3       # finite-difference error
assert abs(x_elements[0, 2]) < 1e-3 and abs(x_elements[0, 3]) < 1e-3

# --- Ladder of total quanta, degeneracy by repeated summation ---------------
levels = np.arange(top + 1)
energy = quantum * levels
degeneracy = np.ones(top + 1)
for _ in range(modes - 1):
    degeneracy = np.cumsum(degeneracy)
for n in range(5):
    count = sum(1 for _ in combinations_with_replacement(range(modes), n))
    assert count == degeneracy[n]


def populations(temperature):
    weight = degeneracy * np.exp(-energy / (k_ev * temperature))
    return weight / weight.sum()


f = populations(temp)
linear = np.zeros((top + 1, top + 1))
for n in range(top):
    linear[n + 1, n] = p_down * (n + 1)
    linear[n, n + 1] = p_down * (n + modes) * boltz_factor
one_sided = fill_diagonal(np.tril(linear))
linear = fill_diagonal(linear)

# Many collisions from the ground level must produce the Boltzmann law.
long_run = np.linalg.matrix_power(linear, 8192)[0]
assert np.max(np.abs(long_run - f)) < 1e-10

# --- A second kernel: exponential-down, several quanta per collision --------
alpha, amplitude = 0.10, 0.20
expdown = np.zeros_like(linear)
for hi in range(1, top + 1):
    for lo in range(hi):
        gap = energy[hi] - energy[lo]
        expdown[hi, lo] = amplitude * np.exp(-gap / alpha)
        expdown[lo, hi] = (expdown[hi, lo] * degeneracy[hi] / degeneracy[lo]
                           * np.exp(-gap / kt))
expdown = fill_diagonal(expdown)

# --- Zero average, second identity and both signs, for three kernels --------
product = linear @ expdown             # stationary but not reversible
product_flux = f[:, None] * product
asymmetry = np.max(np.abs(product_flux - product_flux.T))
assert asymmetry > 1e-8
for kernel in (linear, expdown, product):
    d = drift_of(kernel, energy)
    square = (kernel * (energy[None, :] - energy[:, None])**2).sum(axis=1)
    assert abs(f @ d) < 1e-14
    assert abs(f @ (energy * d) + 0.5 * f @ square) < 1e-13
    assert f @ square > 1e-6 and d.max() > 0 > d.min()

# --- Closed form for the linear-coupling model ------------------------------
drift = drift_of(linear, energy)
drift_exp = drift_of(expdown, energy)
u_mean = thermal_mean(quantum, modes, temp)
lam = p_down * (1 - boltz_factor)
assert abs(f @ energy - u_mean) < 1e-12
assert np.allclose(drift[:-1], -lam * (energy[:-1] - u_mean), atol=1e-13)
assert energy[1] < u_mean and drift[1] > 0 > drift_exp[1]
warmed = drift > 0
gain, loss = f[warmed] @ drift[warmed], f[~warmed] @ drift[~warmed]

# --- Cooling at every energy would end in the ground level ------------------
ground_share = np.linalg.matrix_power(one_sided, 8192).T @ f
assert ground_share[0] > 1 - 1e-10
one_sided_average = f @ drift_of(one_sided, energy)
assert one_sided_average < 0

# --- Cold feed gas is warmed; exponential approach to U ---------------------
n_coll = 100
cold = populations(temp_inlet)
e_start = cold @ energy
e_after = cold @ np.linalg.matrix_power(linear, n_coll) @ energy
assert abs(e_after - u_mean - (1 - lam)**n_coll * (e_start - u_mean)) < 1e-12

# --- Gas kinetics -----------------------------------------------------------
pressure_torr, sigma_nm2 = 10.0, 0.5
mass_precursor, mass_bath = 32.0, 2.0
mu = (mass_precursor * mass_bath / (mass_precursor + mass_bath)
      * const.atomic_mass)
density = pressure_torr * const.torr / (const.k * temp)
speed = np.sqrt(8 * const.k * temp / (np.pi * mu))
coll_rate = density * sigma_nm2 * 1e-18 * speed
tau = 1 / (coll_rate * lam)

# --- Sizes of neglected effects ---------------------------------------------
# Two mode groups in place of one common frequency.
q2, s2 = np.array([0.12, 0.27]), np.array([5, 4])
b2 = np.exp(-q2 / kt)
ways = []
for s in s2:
    w = np.ones(80)
    for _ in range(s - 1):
        w = np.cumsum(w)
    ways.append(w)
na, nb = np.meshgrid(np.arange(80), np.arange(80), indexing='ij')
e_two = q2[0] * na + q2[1] * nb
g_two = np.outer(ways[0], ways[1])
d_two = p_down * (q2[0] * ((na + s2[0]) * b2[0] - na)
                  + q2[1] * ((nb + s2[1]) * b2[1] - nb))
f_two = g_two * np.exp(-e_two / kt)
f_two /= f_two.sum()
assert abs((f_two * d_two).sum()) < 1e-12
u_two = (f_two * e_two).sum()
shell = np.abs(e_two - threshold) < 1e-6
assert shell.sum() > 1
d_two_thr = (g_two * d_two)[shell].sum() / g_two[shell].sum()
d_one_thr = -lam * (threshold - u_mean)
top_warmed, low_cooled = e_two[d_two > 0].max(), e_two[d_two < 0].min()
assert top_warmed < low_cooled

# Morse modes with the same fundamental.
anharm = 0.01
nm = np.arange(int(1 / (2 * anharm) - 0.5) + 1)
e_morse = quantum / (1 - 2 * anharm) * (nm - anharm * nm * (nm + 1))
w_morse = np.exp(-e_morse / kt)
u_morse = modes * (w_morse @ e_morse) / w_morse.sum()

# Complete removal of all molecules above the reaction threshold.
below = energy <= threshold
share_above = f[~below].sum()
depleted_average = f[below] @ drift[below] / f[below].sum()
assert depleted_average > 0

# Infrared emission to cold surroundings.
emission = 100.0
u_emission = u_mean * emission / (emission + 1 / tau)

# Temperature change over the diffusion length in one relaxation time.
gradient = 60.0                        # K/mm
diffusion = 3 * np.pi * speed / (32 * density * sigma_nm2 * 1e-18)
length_mm = 1e3 * np.sqrt(2 * diffusion * tau)
delta_t = gradient * length_mm
u_gradient = thermal_mean(quantum, modes, temp + delta_t) - u_mean

# Collision frequency that grows with excitation: the per-collision
# probability is the transition rate divided by the relative frequency.
growth = 0.05
frequency = 1 + growth * levels
unweighted = f @ (drift / frequency)
assert unweighted > 1e-7

# --- Output -----------------------------------------------------------------
print(f"bath temperature {temp:.0f} K, inlet {temp_inlet:.0f} K")
print(f"kT at bath temperature {kt:.5f} eV")
print(f"modes {modes}, quantum {quantum:.2f} eV, p {p_down:.2f}")
print(f"Boltzmann factor of one quantum {boltz_factor:.4f}")
print(f"thermal mean vibrational energy U {u_mean:.4f} eV")
print(f"relaxed fraction per collision lam {lam:.5f}")
print("level: energy eV, population, D linear meV, D exp-down meV")
for n in (0, 1, 2, 3, 4, 14):
    print(f"  n={n}: {energy[n]:.2f}, {f[n]:.3e}, "
          f"{1e3*drift[n]:+.3f}, {1e3*drift_exp[n]:+.3f}")
print(f"exp-down: alpha {alpha:.2f} eV, amplitude {amplitude:.2f}")
print(f"share of molecules warmed on average {warmed @ f:.4f}")
print(f"gain part of the average {1e3*gain:+.5f} meV")
print(f"loss part of the average {1e3*loss:+.5f} meV")
print(f"Boltzmann average, linear {f @ drift:.1e} eV")
print(f"Boltzmann average, exp-down {f @ drift_exp:.1e} eV")
print(f"average without upward steps {1e3*one_sided_average:+.3f} meV")
print(f"flux asymmetry of product kernel {asymmetry:.1e}")
print(f"its Boltzmann average {f @ drift_of(product, energy):.1e} eV")
print(f"inlet mean energy {e_start:.5f} eV")
print(f"mean energy after {n_coll} collisions {e_after:.4f} eV")
print(f"pressure {pressure_torr:.0f} Torr, cross-section {sigma_nm2} nm2")
print(f"masses {mass_precursor:.0f} and {mass_bath:.0f} u")
print(f"mean relative speed {speed:.0f} m/s")
print(f"collision frequency {coll_rate:.3e} 1/s")
print(f"collisions per relaxation time {1/lam:.1f}")
print(f"relaxation time {1e6*tau:.3f} microseconds")
print("NEGLECTED EFFECTS")
print(f"two groups: {s2[0]} x {q2[0]} eV and {s2[1]} x {q2[1]} eV")
print(f"  thermal mean {u_two:.4f} eV")
print(f"  highest warmed {top_warmed:.2f}, lowest cooled {low_cooled:.2f} eV")
print(f"  D at {threshold} eV: two groups {1e3*d_two_thr:.2f} meV, "
      f"one group {1e3*d_one_thr:.2f} meV")
print(f"Morse anharmonicity {anharm}: shift of U {1e3*(u_morse-u_mean):+.2f} meV")
print(f"mean rotational energy 3kT/2 {1.5*kt:.4f} eV")
print(f"population above {threshold} eV {share_above:.2e}")
print(f"average D if that part is removed {depleted_average:+.2e} eV")
print(f"emission {emission:.0f} 1/s lowers U by {u_emission:.2e} eV")
print(f"gradient {gradient:.0f} K/mm, diffusion length {length_mm:.3f} mm")
print(f"  temperature change {delta_t:.1f} K, U change {1e3*u_gradient:.2f} meV")
print(f"collision frequency growth {growth} per quantum:")
print(f"  unweighted average D {1e3*unweighted:+.4f} meV")
print("all assertions hold")
```

Printed output:

```
bath temperature 900 K, inlet 300 K
kT at bath temperature 0.07756 eV
modes 9, quantum 0.17 eV, p 0.01
Boltzmann factor of one quantum 0.1117
thermal mean vibrational energy U 0.1924 eV
relaxed fraction per collision lam 0.00888
level: energy eV, population, D linear meV, D exp-down meV
  n=0: 0.00, 3.444e-01, +1.709, +7.674
  n=1: 0.17, 3.462e-01, +0.199, -2.172
  n=2: 0.34, 1.934e-01, -1.311, -5.599
  n=3: 0.51, 7.919e-02, -2.821, -6.784
  n=4: 0.68, 2.654e-02, -4.331, -7.266
  n=14: 2.38, 5.182e-09, -19.433, -8.166
exp-down: alpha 0.10 eV, amplitude 0.20
share of molecules warmed on average 0.6906
gain part of the average +0.65739 meV
loss part of the average -0.65739 meV
Boltzmann average, linear 1.1e-19 eV
Boltzmann average, exp-down 1.1e-18 eV
average without upward steps -1.924 meV
flux asymmetry of product kernel 7.3e-05
its Boltzmann average 1.1e-18 eV
inlet mean energy 0.00214 eV
mean energy after 100 collisions 0.1144 eV
pressure 10 Torr, cross-section 0.5 nm2
masses 32 and 2 u
mean relative speed 3182 m/s
collision frequency 1.707e+08 1/s
collisions per relaxation time 112.6
relaxation time 0.660 microseconds
NEGLECTED EFFECTS
two groups: 5 x 0.12 eV and 4 x 0.27 eV
  thermal mean 0.1965 eV
  highest warmed 0.12, lowest cooled 0.24 eV
  D at 2.4 eV: two groups -18.99 meV, one group -19.61 meV
Morse anharmonicity 0.01: shift of U +2.03 meV
mean rotational energy 3kT/2 0.1163 eV
population above 2.4 eV 1.07e-09
average D if that part is removed +2.26e-11 eV
emission 100 1/s lowers U by 1.27e-05 eV
gradient 60 K/mm, diffusion length 0.152 mm
  temperature change 9.1 K, U change 4.82 meV
collision frequency growth 0.05 per quantum:
  unweighted average D +0.0820 meV
all assertions hold
```
